# Tunnelling masses of the germanium L valleys at (100) and (111) contacts: verification in Python

```python
"""Tunnelling masses of the four L valleys of germanium at (100) and (111) contacts.

Result under test: for a valley with inverse mass tensor W and a contact with unit
normal n, at conserved in-plane wave vector, the tunnelling mass is 1/(n.W.n):
  (100): four valleys with 3 ml mt/(2 ml + mt)
  (111): one valley with ml, three with 9 ml mt/(8 ml + mt)
ml, mt: longitudinal and transverse masses (free-electron masses).
Channel mass sqrt(n.W.n ml mt^2) counts in-plane states of one valley.
Internal units are Hartree atomic units; printed units are stated.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid, cumulative_trapezoid
from scipy.optimize import brentq
from scipy.special import expit

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0]
AU_VELOCITY = const.physical_constants["atomic unit of velocity"][0]
BOHR_NM, BOHR_CM = BOHR * 1e9, BOHR * 1e2

# Rough typical parameters of a contact to heavily doped n-type germanium
ml, mt = 1.6, 0.08
eps_r, doping_cm3, barrier_ev, temperature = 16.0, 5e19, 0.55, 300.0
gap_at_L_ev, gamma_offset_ev, gamma_mass = 2.0, 0.14, 0.04
lattice_nm, metal_velocity_si = 0.566, 1.5e6

kT = const.k * temperature / const.e / HARTREE
eps = eps_r / (4 * np.pi)
doping = doping_cm3 * BOHR_CM**3
gap_L = gap_at_L_ev / HARTREE
v_metal = metal_velocity_si / AU_VELOCITY

# ---------- valley tensors and masses ----------
axes_int = np.array([[1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1]])
axes = axes_int / np.sqrt(3)
frames = {  # rows: normal, then two in-plane directions
    "100": np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1]], float),
    "111": np.array([np.array([1, 1, 1]) / np.sqrt(3),
                     np.array([1, -1, 0]) / np.sqrt(2),
                     np.array([1, 1, -2]) / np.sqrt(6)]),
}


def valley_energy(k, u):
    """Energy from the components of k along and across the valley axis u."""
    across = np.cross(k, u)
    return np.dot(k, u)**2 / (2 * ml) + np.dot(across, across) / (2 * mt)


def hessian(u, frame, step=0.01):
    """Second differences of the valley energy along the axes of the contact."""
    out = np.zeros((3, 3))
    for i in range(3):
        for j in range(3):
            a, b = step * frame[i], step * frame[j]
            out[i, j] = (valley_energy(a + b, u) - valley_energy(a - b, u)
                         - valley_energy(b - a, u)
                         + valley_energy(-a - b, u)) / (4 * step**2)
    return out


def inverse_mass(u, frame):
    tensor = np.eye(3) / mt + (1 / ml - 1 / mt) * np.outer(u, u)
    return frame @ tensor @ frame.T


m100 = 3 * ml * mt / (2 * ml + mt)
m111_oblique = 9 * ml * mt / (8 * ml + mt)
expected = {"100": [m100] * 4, "111": [ml] + [m111_oblique] * 3}
q_test = np.array([0.012, 0.008])
inverse_sums = {}
for face, frame in frames.items():
    total = 0.0
    for u, mass in zip(axes, expected[face]):
        H = hessian(u, frame)
        W = inverse_mass(u, frame)
        assert np.allclose(H, W, rtol=1e-8, atol=1e-8)
        assert abs(1 / H[0, 0] - mass) < 1e-8
        total += H[0, 0]
        # complex normal wave vector at fixed in-plane wave vector
        depth = 0.01
        roots = np.roots([H[0, 0] / 2, H[0, 1:] @ q_test,
                          q_test @ H[1:, 1:] @ q_test / 2 + depth])
        in_plane_mass = np.linalg.inv(W)[1:, 1:]
        e_q = q_test @ np.linalg.solve(in_plane_mass, q_test) / 2
        kappa = np.sqrt(2 * mass * (depth + e_q))
        assert np.allclose(np.abs(roots.imag), kappa, rtol=1e-7)
    inverse_sums[face] = total
assert abs(inverse_sums["100"] - inverse_sums["111"]) < 1e-6

# ---------- symmetry orbits of the valleys ----------


def orbit_sizes(normal, sharp_interface):
    """Sharp ideal interfaces keep only operations without a glide along n."""
    images = [set() for _ in range(4)]
    for perm in itertools.permutations(range(3)):
        for signs in itertools.product([1, -1], repeat=3):
            if sharp_interface and np.prod(signs) < 0:
                continue
            op = np.zeros((3, 3), int)
            op[range(3), perm] = signs
            if not np.array_equal(op @ normal, normal):
                continue
            for i, u in enumerate(axes_int):
                images[i].add(int(np.argmax(np.abs(axes_int @ (op @ u)))))
    return sorted(len(s) for s in {frozenset(s) for s in images})


orbits = {(face, sharp): orbit_sizes(np.array(normal), sharp)
          for face, normal in (("100", [1, 0, 0]), ("111", [1, 1, 1]))
          for sharp in (False, True)}
assert orbits["100", False] == [4] and orbits["100", True] == [2, 2]
assert orbits["111", False] == [1, 3] and orbits["111", True] == [1, 3]

# ---------- doping, Fermi level and depletion barrier ----------
root_e = np.linspace(0, np.sqrt(1.6 / HARTREE), 1500)


def electron_density(fermi):
    """Electrons of four valleys, both spins; fermi is measured from the band edge."""
    fermi = np.atleast_1d(fermi)
    occupation = expit((fermi[:, None] - root_e**2) / kT)
    prefactor = 4 * np.sqrt(2) * np.sqrt(ml * mt**2) / np.pi**2
    return prefactor * trapezoid(2 * root_e**2 * occupation, root_e, axis=1)


zeta = brentq(lambda z: electron_density(z)[0] / doping - 1, -0.01, 0.02, xtol=1e-15)
V_b = barrier_ev / HARTREE + zeta
width = np.sqrt(2 * eps * V_b / doping)


def e00(mass):
    return 0.5 * np.sqrt(doping / (mass * eps))


def exponent(mass, energy):
    e = np.minimum(energy / V_b, 1.0)
    return V_b / e00(mass) * (np.sqrt(1 - e) - e * np.arccosh(1 / np.sqrt(e)))


for mass in (m100, ml, m111_oblique):
    turn = width * (1 - np.sqrt(zeta / V_b))
    direct = quad(lambda x: 2 * np.sqrt(max(
        2 * mass * (V_b * (1 - x / width)**2 - zeta), 0)), 0, turn)[0]
    assert abs(direct / exponent(mass, zeta) - 1) < 1e-6

# ---------- wave equation with the cross term kept ----------


def lattice_transmission(w_nn, cross, offset, energy, metal_floor, sites=4000):
    """Lattice solution of w_nn p^2/2 + cross p + offset + V, semiconductor to metal."""
    h = width / sites
    t = -w_nn / (2 * h**2) - 1j * cross / (2 * h)
    x_bulk = energy - w_nn / h**2 - offset
    x_metal = x_bulk - metal_floor

    def root(x):
        return np.sqrt((2 * abs(t) - x) * (2 * abs(t) + x))

    ahead = np.ones_like(x_bulk, dtype=complex)
    here = 2 * t / (x_metal - 1j * root(x_metal))
    depth = (np.arange(sites) + 0.5) * h
    potential = np.append(V_b * (1 - depth / width)**2, [0.0, 0.0])
    for v in potential:
        behind = ((x_bulk - v) * here - t * ahead) / np.conj(t)
        ahead, here = here, behind
    incoming = (x_bulk - 1j * root(x_bulk)) / (2 * t)
    reflected = (x_bulk + 1j * root(x_bulk)) / (2 * t)
    amplitude = (ahead - here * reflected) / (incoming - reflected)
    return root(x_metal) / (root(x_bulk) * np.abs(amplitude)**2)


def scalar_transmission(mass, normal_energy):
    """Continuous one-dimensional equation with a single scalar mass."""
    k_metal, k_bulk = mass * v_metal, np.sqrt(2 * mass * normal_energy)

    def rhs(x, y):
        v = V_b * (1 - x / width)**2
        return [y[1], 2 * mass * (v - normal_energy) * y[0]]

    y = solve_ivp(rhs, (0, width), [1 + 0j, -1j * k_metal], method="DOP853",
                  rtol=1e-9, atol=1e-11).y[:, -1]
    amplitude = (y[0] - y[1] / (1j * k_bulk)) / 2
    return k_metal / (k_bulk * abs(amplitude)**2)


worst_wave = 0.0
for face, index in (("100", 0), ("100", 2), ("111", 0), ("111", 1), ("111", 3)):
    W = inverse_mass(axes[index], frames[face])
    mass = expected[face][index]
    e_q = q_test @ np.linalg.solve(np.linalg.inv(W)[1:, 1:], q_test) / 2
    e_n = zeta - e_q
    assert e_n > 0
    full = lattice_transmission(W[0, 0], W[0, 1:] @ q_test,
                                q_test @ W[1:, 1:] @ q_test / 2,
                                np.array([zeta]), e_n - mass * v_metal**2 / 2)[0]
    worst_wave = max(worst_wave, abs(full / scalar_transmission(mass, e_n) - 1))
assert worst_wave < 2e-3  # second-order lattice error

# ---------- zero-bias contact conductance ----------
n_e = 600
dE = 1.2 / HARTREE / n_e
energies = (np.arange(n_e) + 0.5) * dE
fermi_occ = expit((zeta - energies) / kT)


def channel_mass(mass):
    return np.sqrt(ml * mt**2 / mass)


def conductance(mass_channel, transmission, occupation=fermi_occ):
    return mass_channel / (2 * np.pi**2) * np.sum(transmission * occupation) * dE


# direct sum over in-plane wave vectors for an oblique valley on (111)
W = inverse_mass(axes[1], frames["111"])
T_oblique = np.exp(-exponent(m111_oblique, energies))
e_table = np.linspace(0, 1.1 / HARTREE, 1000)
occ = expit((zeta - energies[None, :] - e_table[:, None]) / kT)
table = (occ * (1 - occ) / kT) @ T_oblique * dE
q_axis = np.linspace(-0.34, 0.34, 901)
q1, q2 = np.meshgrid(q_axis, q_axis, indexing="ij")
e_plane = ((W[1, 1] * q1**2 + 2 * W[1, 2] * q1 * q2 + W[2, 2] * q2**2) / 2
           - (W[0, 1] * q1 + W[0, 2] * q2)**2 / (2 * W[0, 0]))
per_q = np.interp(e_plane, e_table, table, right=0.0)
brute = np.sum(per_q) * (q_axis[1] - q_axis[0])**2 / (2 * np.pi)**2 / np.pi
assert abs(brute / conductance(channel_mass(m111_oblique), T_oblique) - 1) < 2e-3

# ---------- neglected effects, recomputed for the same contact ----------
x_grid = (np.arange(4000) + 0.5) * width / 4000
V_plain = V_b * (1 - x_grid / width)**2
V_image = V_plain - 1 / (4 * eps_r * x_grid)
u_grid = np.geomspace(1e-4 * V_b, V_b, 2500)
charge = doping - electron_density(zeta - u_grid)
field_sq = 2 / eps * (cumulative_trapezoid(charge, u_grid, initial=0)
                      + charge[0] * u_grid[0] / 2)
x_of_u = cumulative_trapezoid(1 / np.sqrt(field_sq), u_grid, initial=0)
x_screened, V_screened = (x_of_u[-1] - x_of_u)[::-1], u_grid[::-1]


def profile_transmission(mass, x, V, gap=None):
    depth = np.clip(V[:, None] - energies[None, :], 0, None)
    if gap is not None:
        depth = depth * (1 - depth / gap)
    return np.exp(-2 * trapezoid(np.sqrt(2 * mass * depth), x, axis=0))


check = profile_transmission(m100, x_grid, V_plain)
assert np.max(np.abs(check / np.exp(-exponent(m100, energies)) - 1)) < 1e-2

variants = {
    "base model": lambda m: np.exp(-exponent(m, energies)),
    "with image force": lambda m: profile_transmission(m, x_grid, V_image),
    "with two-band L": lambda m: profile_transmission(
        m, x_grid, V_plain, None if m == ml else gap_L),
    "with screened foot": lambda m: profile_transmission(m, x_screened, V_screened),
    "with full waves": lambda m: lattice_transmission(
        1 / m, 0.0, 0.0, energies, energies - m * v_metal**2 / 2),
}
to_si = const.e**2 / const.hbar / BOHR_CM**2  # siemens per cm^2
results = {}
for name, law in variants.items():
    g = {m: conductance(channel_mass(m), law(m)) for m in (m100, ml, m111_oblique)}
    results[name] = (4 * g[m100], g[ml] + 3 * g[m111_oblique], g[ml])
    assert all(np.isfinite(results[name])) and min(results[name]) > 0
g100, g111, g_heavy = results["base model"]
gamma_occ = expit((zeta - energies - gamma_offset_ev / HARTREE) / kT)
g_gamma = conductance(gamma_mass, np.exp(-exponent(gamma_mass, energies)), gamma_occ)

# ---------- printed numbers ----------
print(f"longitudinal, transverse mass: {ml:.2f}, {mt:.3f} m0")
print(f"(100) tunnelling mass, 4 valleys: {m100:.4f} m0")
print(f"(111) tunnelling mass, 1 valley: {ml:.4f} m0")
print(f"(111) tunnelling mass, 3 valleys: {m111_oblique:.4f} m0")
for face, index in (("100", 0), ("111", 1)):
    M = np.linalg.inv(inverse_mass(axes[index], frames[face]))
    print(f"({face}) oblique valley, wrong choice n.M.n: {M[0, 0]:.4f} m0")
print(f"sum of inverse masses (100), (111): {inverse_sums['100']:.3f}, "
      f"{inverse_sums['111']:.3f} 1/m0")
for face in ("100", "111"):
    print(f"({face}) orbits, bulk tensors: {orbits[face, False]}; "
          f"sharp interface: {orbits[face, True]}")
print(f"channel mass per valley (100): {channel_mass(m100):.4f} m0")
print(f"channel mass (111) heavy, oblique: {channel_mass(ml):.4f}, "
      f"{channel_mass(m111_oblique):.4f} m0")
print(f"channel mass summed (100), (111): {4 * channel_mass(m100):.3f}, "
      f"{channel_mass(ml) + 3 * channel_mass(m111_oblique):.3f} m0")
print(f"doping: {doping_cm3:.1e} cm^-3; relative permittivity: {eps_r:.1f}")
print(f"barrier: {barrier_ev:.2f} eV; temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT * HARTREE:.4f} eV")
print(f"Fermi level above bulk band edge: {zeta * HARTREE:.4f} eV")
print(f"band bending: {V_b * HARTREE:.4f} eV")
print(f"depletion width: {width * BOHR_NM:.3f} nm")
print(f"peak field: {2 * V_b * HARTREE / (width * BOHR_NM) * 10:.2f} MV/cm")
for label, m in (("(100) all", m100), ("(111) heavy", ml),
                 ("(111) oblique", m111_oblique)):
    s = exponent(m, zeta)
    print(f"{label}: E00 {e00(m) * HARTREE:.4f} eV, S at Fermi level {s:.3f}, "
          f"exp(-S) {np.exp(-s):.3e}")
print(f"heavy valley share of (111) conductance: {g_heavy / g111:.2e}")
print("contact resistivity (100), (111) in ohm cm^2, and ratio (111)/(100):")
for name, (a, b, _) in results.items():
    print(f"  {name}: {1 / (a * to_si):.3e}, {1 / (b * to_si):.3e}, {a / b:.3f}")
print(f"L-point direct gap used in two-band check: {gap_at_L_ev:.1f} eV")
print(f"stand-in metal normal velocity: {metal_velocity_si:.1e} m/s")
print(f"Gamma valley: offset {gamma_offset_ev:.2f} eV, mass {gamma_mass:.2f} m0")
print(f"Gamma current / L current (100), (111): {g_gamma / g100:.2e}, "
      f"{g_gamma / g111:.2e}")
print(f"lattice constant: {lattice_nm:.3f} nm")
for face, index in (("100", 0), ("111", 0), ("111", 1)):
    L = np.pi / lattice_nm * axes_int[index]
    k_plane = np.linalg.norm(frames[face][1:] @ L)
    need = (k_plane * BOHR_NM)**2 / 2 * HARTREE
    print(f"({face}) valley {axes_int[index].tolist()}: in-plane k {k_plane:.2f} "
          f"1/nm, free-electron energy {need:.2f} eV")
print(f"largest tilted-wave versus scalar-mass difference: {worst_wave:.1e}")
print("no test failed")
```

Running it gives:

```
longitudinal, transverse mass: 1.60, 0.080 m0
(100) tunnelling mass, 4 valleys: 0.1171 m0
(111) tunnelling mass, 1 valley: 1.6000 m0
(111) tunnelling mass, 3 valleys: 0.0894 m0
(100) oblique valley, wrong choice n.M.n: 0.5867 m0
(111) oblique valley, wrong choice n.M.n: 0.2489 m0
sum of inverse masses (100), (111): 34.167, 34.167 1/m0
(100) orbits, bulk tensors: [4]; sharp interface: [2, 2]
(111) orbits, bulk tensors: [1, 3]; sharp interface: [1, 3]
channel mass per valley (100): 0.2957 m0
channel mass (111) heavy, oblique: 0.0800, 0.3384 m0
channel mass summed (100), (111): 1.183, 1.095 m0
doping: 5.0e+19 cm^-3; relative permittivity: 16.0
barrier: 0.55 eV; temperature: 300 K
thermal energy kT: 0.0259 eV
Fermi level above bulk band edge: 0.0835 eV
band bending: 0.6335 eV
depletion width: 4.733 nm
peak field: 2.68 MV/cm
(100) all: E00 0.0959 eV, S at Fermi level 4.699, exp(-S) 9.109e-03
(111) heavy: E00 0.0259 eV, S at Fermi level 17.370, exp(-S) 2.860e-08
(111) oblique: E00 0.1097 eV, S at Fermi level 4.107, exp(-S) 1.646e-02
heavy valley share of (111) conductance: 3.82e-06
contact resistivity (100), (111) in ohm cm^2, and ratio (111)/(100):
  base model: 9.179e-08, 5.923e-08, 0.645
  with image force: 5.744e-08, 3.930e-08, 0.684
  with two-band L: 6.356e-08, 4.261e-08, 0.670
  with screened foot: 1.442e-07, 8.994e-08, 0.624
  with full waves: 3.929e-08, 2.436e-08, 0.620
L-point direct gap used in two-band check: 2.0 eV
stand-in metal normal velocity: 1.5e+06 m/s
Gamma valley: offset 0.14 eV, mass 0.04 m0
Gamma current / L current (100), (111): 5.56e-03, 3.59e-03
lattice constant: 0.566 nm
(100) valley [1, 1, 1]: in-plane k 7.85 1/nm, free-electron energy 2.35 eV
(111) valley [1, 1, 1]: in-plane k 0.00 1/nm, free-electron energy 0.00 eV
(111) valley [-1, 1, 1]: in-plane k 9.06 1/nm, free-electron energy 3.13 eV
largest tilted-wave versus scalar-mass difference: 5.6e-05
no test failed
```
